# Ion Path Length and Why It Exceeds Mean Penetration Depth, part 1

(Sections cited here and not found follow in the second part.)

## I. Path length from stopping power

An ion of initial energy \(E_0\) that loses energy continuously in a uniform medium travels a total path length

\[
R(E_0)=\int_0^{E_0}\frac{dE}{S(E)}, \tag{1}
\]

where \(S(E)\) is the stopping power, the energy lost per unit length of track. Its mean penetration depth, measured along the direction of entry, is

\[
R_p=\int_0^{E_0}\frac{\langle\cos\theta\rangle_E}{S(E)}\,dE\;\le\;R(E_0), \tag{2}
\]

where \(\theta\) is the angle between the direction of motion and the direction of entry, and the average is taken over ions that have slowed to energy \(E\). The two lengths differ because collisions turn the ion away from its first direction. Loss of energy without deflection would leave them equal.

### Assumptions

Let \(s\) be the distance measured along the track, starting from \(s=0\) at the surface. The stopping power is defined with a minus sign,

\[
S(E)=-\frac{dE}{ds}>0, \tag{3}
\]

so that it is positive while the energy falls. The continuous-slowing-down approximation replaces the many separate energy losses by this smooth mean rate. Two ions with the same starting energy then have the same energy at the same \(s\), whatever the shapes of their tracks.

The medium is taken to be uniform and amorphous. Uniformity makes \(S\) a function of energy alone. The absence of crystal order removes channelling, in which an ion guided between rows or planes of atoms meets a different stopping power. Incidence is normal to the surface, and the derivation treats the medium as infinite: an ion that turns back through the surface is followed as if the medium continued there.

### The change of variable

Because \(S>0\), the energy decreases strictly along the track. Each energy between \(E_0\) and zero is therefore passed once, and \(E\) can serve as the variable in place of \(s\). Equation (3) gives

\[
ds=-\frac{dE}{S(E)}. \tag{4}
\]

Integrate from the surface, where the energy is \(E_0\), to the point where it has fallen to \(E\):

\[
s(E)=-\int_{E_0}^{E}\frac{dE'}{S(E')}
=\int_E^{E_0}\frac{dE'}{S(E')}. \tag{5}
\]

Exchanging the limits has absorbed the minus sign. Letting \(E\to0\) gives the total path length (1). Splitting the integral in (1) at \(E\) shows also that

\[
s(E)=R(E_0)-R(E). \tag{6}
\]

The path still to be travelled depends on the present energy alone. An ion that has slowed to \(E\) has the same remaining path as one that enters with energy \(E\).

The integrand \(1/S\) has a simple meaning: it is the length of track used per unit of energy lost. Energies at which the medium stops the ion weakly contribute long stretches of track.

### When the integral is finite

The lower limit needs care if \(S\) vanishes at zero energy. Suppose that \(S=AE^q\) near \(E=0\), with \(A>0\). For \(q\ne1\), the path between a small energy \(\epsilon\) and a larger energy \(E_1\) within this range is

\[
\int_\epsilon^{E_1}\frac{dE}{AE^q}
=\frac{E_1^{1-q}-\epsilon^{1-q}}{A(1-q)}. \tag{7}
\]

It stays finite as \(\epsilon\to0\) if \(q<1\), and it diverges if \(q>1\). For \(q=1\) the integral is \(\ln(E_1/\epsilon)/A\), which also diverges. A stopping power proportional to \(\sqrt E\) therefore gives a finite path, while one proportional to \(E\) does not.

A real ion does not obey a smooth stopping law down to zero energy. If it is regarded as stopped at some small energy \(E_c\), the lower limit in (1) becomes \(E_c\), and by (6) the path is shortened by \(R(E_c)\). The choice is harmless when \(R(E_c)\ll R(E_0)\).

### A stopping law that can be integrated

An implanted ion loses energy in elastic collisions with whole atoms, called nuclear stopping, and by exciting electrons, called electronic stopping. A simple model takes

\[
S(E)=S_n+S_e=a+b\sqrt E, \tag{8}
\]

with a constant nuclear part \(S_n=a\) and an electronic part proportional to the ion's speed. The parameters are not those of a particular material. Electronic stopping proportional to speed applies only to slow ions, below the maximum of \(S_e\), and real nuclear stopping is not constant but passes through a maximum and then falls. Conclusions below that rely on \(S\) rising with energy do not apply where it falls.

To integrate, put \(u=\sqrt E\), so that \(dE=2u\,du\), and define \(u_0=\sqrt{E_0}\) and \(c=a/b\). Then

\[
R=\int_0^{u_0}\frac{2u\,du}{a+bu}
=\frac2b\int_0^{u_0}\frac{u\,du}{u+c}. \tag{9}
\]

The fraction in the last integral is \(1-c/(u+c)\). Its integral is \(u-c\ln(u+c)\), and the limits give

\[
R=\frac2b\left[u_0-c\ln\!\left(1+\frac{u_0}{c}\right)\right]. \tag{10}
\]

When electronic stopping is weak, \(u_0\ll c\), and the logarithm may be expanded as \(u_0/c-u_0^2/(2c^2)\). The terms linear in \(u_0\) cancel, leaving \(R\approx u_0^2/(bc)=E_0/a\), as a constant stopping power requires. When \(u_0\gg c\), the leading term is \(R\approx2\sqrt{E_0}/b\), the path for electronic stopping alone.

Take \(E_0=100\) keV, \(a=0.10\) keV/nm and \(b=0.02\) keV\(^{1/2}\)/nm. Then \(u_0=10\) keV\(^{1/2}\) and \(c=5\) keV\(^{1/2}\), and

\[
R=\frac{2}{0.02}\left[10-5\ln3\right]\text{ nm}
=100\,(10-5.493)\text{ nm}=450.7\text{ nm}. \tag{11}
\]

Direct numerical solution of \(dE/ds=-S(E)\) gives the same 450.7 nm.

At entry the stopping power is \(0.10+0.20=0.30\) keV/nm. Dividing the initial energy by this value gives \(E_0/S(E_0)=333.3\) nm, well short of \(R\). The direction of the error follows from (1). In this model \(S\) rises with energy, so \(1/S(E)\ge1/S(E_0)\) throughout the integration, and hence \(R\ge E_0/S(E_0)\). The ion is stopped less strongly as it slows, and it covers more track for each keV it loses.

### What the continuous approximation leaves out

Real collisions remove energy in separate random amounts. The effect on the mean path can be estimated. Let \(N\) be the number of target atoms per unit volume and \(d\sigma\) the cross section for a collision with energy transfer \(T\). The probability of such a collision in a length \(ds\) is \(N\,d\sigma\,ds\), and the nuclear stopping power is the mean loss per length,

\[
S_n=N\int T\,d\sigma. \tag{12}
\]

Let \(L(E)\) be the mean path of an ion of energy \(E\) when nuclear losses are discrete and electronic loss remains smooth. In the first length \(ds\) the ion covers \(ds\), loses \(S_e\,ds\) to electrons, and may suffer a collision that changes its mean remaining path from \(L(E)\) to \(L(E-T)\). To first order in \(ds\),

\[
L(E)=ds+L(E)-S_eL'(E)\,ds
-N\,ds\int[L(E)-L(E-T)]\,d\sigma. \tag{13}
\]

Cancel \(L(E)\), divide by \(ds\), and expand \(L(E)-L(E-T)\approx TL'-\tfrac12T^2L''\), which is valid when a single transfer is small compared with \(E\). With \(S=S_n+S_e\) and (12),

\[
SL'-\tfrac12\Omega L''=1,\qquad
\Omega=N\int T^2\,d\sigma. \tag{14}
\]

Dropping \(\Omega\) gives \(L'=1/S\), which is (1) again. To find the first correction, use this leading result in the small term: \(L''\approx-S'/S^2\). Then \(L'\approx1/S-\Omega S'/(2S^3)\), and

\[
L(E_0)-R(E_0)\approx-\int_0^{E_0}\frac{\Omega S'}{2S^3}\,dE. \tag{15}
\]

The correction vanishes at this order if \(S\) is constant. If \(S\) rises with energy, it shortens the mean path.

For a numerical comparison, let every collision remove the same fraction \(t\) of the energy, so that \(T=tE\). To give \(S_n=a\), collisions must occur at the rate \(a/(tE)\) per unit length. Hence \(\Omega=(a/tE)(tE)^2=atE\). The model also gives \(S'=b/(2\sqrt E)\). Substitution in (15), with \(dE=2u\,du\) and \(S=b(u+c)\), yields

\[
L-R\approx-\frac{abt}{4}\int_0^{E_0}\frac{\sqrt E\,dE}{S^3}
=-\frac{at}{2b^2}\int_0^{u_0}\frac{u^2\,du}{(u+c)^3}. \tag{16}
\]

Writing \(u=(u+c)-c\) in the numerator turns the integrand into \((u+c)^{-1}-2c(u+c)^{-2}+c^2(u+c)^{-3}\). The integral is therefore

\[
\left[\ln(u+c)+\frac{2c}{u+c}-\frac{c^2}{2(u+c)^2}\right]_0^{u_0}
=1.099-1.333+0.444=0.210. \tag{17}
\]

The factor \(a/(2b^2)\) is 125 nm, so \(L-R\approx-26t\) nm. This is \(-0.3\) nm for \(t=0.01\) and \(-2.6\) nm for \(t=0.1\). A simulation of 8000 ions with such discrete collisions, and equal ion and target masses, gives mean paths of \(450.4\pm0.2\) nm and \(448.0\pm0.6\) nm respectively, where the uncertainties are standard errors. Both agree with the estimate.

Individual paths also scatter about their mean. The number of collisions of each kind in \(ds\) has a Poisson distribution, whose variance equals its mean, so the energy lost in \(ds\) has variance \(\Omega\,ds\). An extra loss \(\delta E\) shortens the remaining path by \(\delta E/S\). Adding the variances of independent segments, and using \(ds=dE/S\) for the positive length of a segment, gives to leading order

\[
\operatorname{var}(\text{path})\approx\int_0^{E_0}\frac{\Omega}{S^3}\,dE. \tag{18}
\]

Since \(\Omega\propto t\) in this collision model, the standard deviation should grow as \(\sqrt t\), by a factor of about 3.2 between the two runs. The simulation gives 17.8 nm and 57.5 nm, a ratio of 3.2. A single value of \(R\) thus represents the mean path well here, even when individual paths differ noticeably.

### From path to depth

Let \(x\) measure position along the direction of entry. A short element of track \(ds\) at angle \(\theta\) advances the ion by

\[
dx=\cos\theta\,ds. \tag{19}
\]

The final depth of one ion is the sum of these advances,

\[
x_{\rm end}=\int_0^R\cos\theta(s)\,ds. \tag{20}
\]

Since \(\cos\theta\le1\), no ion can end deeper than its path length. Averaging (20) over many ions and subtracting the result from \(R=\int_0^Rds\) gives

\[
R-R_p=\int_0^R\left[1-\langle\cos\theta\rangle\right]ds\ge0,
\qquad R_p=\langle x_{\rm end}\rangle. \tag{21}
\]

The integrand is the mean depth forfeited per unit length of track. Equality requires \(\cos\theta=1\) along essentially the whole track of essentially every ion. Any deflection that persists over a finite length, in a finite fraction of the ions, makes the inequality strict.

Random energy loss cannot replace deflection in this argument. If tracks were straight but energy losses fluctuated, different ions would stop at different depths, yet each depth would equal the length of its own path. The mean depth and the mean path would remain equal.

## II. Deflection and mean penetration depth

The quantities carried over are these. An ion enters with energy \(E_0\) along \(x\); \(s\) is distance along its track and \(\theta\) its angle to \(x\). The stopping power is \(S=S_n+S_e\), with nuclear part \(S_n=N\int T\,d\sigma\), where \(N\) is the density of target atoms and \(d\sigma\) the cross section for energy transfer \(T\). Path and energy are related by \(ds=-dE/S\), so the total path is \(R=\int_0^{E_0}dE/S\). The mean depth is \(R_p=\int_0^R\langle\cos\theta\rangle ds\). The worked model has \(S_n=a\), \(S_e=b\sqrt E\), \(u=\sqrt E\), \(u_0=\sqrt{E_0}\) and \(c=a/b\); its path length is 450.7 nm.

To turn the inequality \(R_p\le R\) into a value, one needs the mean direction cosine at each point of the track.

### How one collision changes the mean direction

Let \(\mathbf e\) be the unit vector along the motion before a collision. Choose a perpendicular unit vector \(\mathbf e_1\) in the plane of \(\mathbf e\) and the entry direction \(\hat{\mathbf x}\), and let \(\mathbf e_2\) complete the perpendicular set. Then

\[
\hat{\mathbf x}=\cos\theta\,\mathbf e+\sin\theta\,\mathbf e_1. \tag{22}
\]

A collision turns the ion through an angle \(\psi\), with azimuth \(\phi\) about its old direction:

\[
\mathbf e'=\cos\psi\,\mathbf e+\sin\psi\,
(\cos\phi\,\mathbf e_1+\sin\phi\,\mathbf e_2). \tag{23}
\]

The new direction cosine is the scalar product of (22) and (23),

\[
\cos\theta'=\cos\theta\cos\psi+\sin\theta\sin\psi\cos\phi. \tag{24}
\]

In an amorphous medium no azimuth is preferred. The average of \(\cos\phi\) over a full turn is zero, and so

\[
\langle\cos\theta'\rangle_\phi=\cos\theta\cos\psi. \tag{25}
\]

A single collision may turn an oblique ion back towards \(\hat{\mathbf x}\). On average, however, it multiplies the forward component by \(\cos\psi\), which is less than one for any nonzero deflection.

Write \(C=\langle\cos\theta\rangle\). In a length \(ds\), collisions with cross section \(d\sigma\) occur with probability \(N\,d\sigma\,ds\), and each changes the mean cosine by \(-(1-\cos\psi)C\). If successive collisions are independent,

\[
\frac{dC}{ds}=-\frac{C}{\lambda},\qquad
\frac1\lambda=N\int(1-\cos\psi)\,d\sigma. \tag{26}
\]

The length \(\lambda\) is the transport mean free path, over which the memory of the initial direction decays. It depends on energy. In the continuous approximation all ions at a given \(s\) have the same energy, and therefore the same \(\lambda\); this is why an equation for the mean cosine alone is sufficient.

The path length follows from the stopping power alone, the mean depth cannot exceed it, and the mean direction cosine decays over the transport mean free path \(\lambda\). It remains to relate \(\lambda\) to the nuclear stopping power and the mass ratio, and so to calculate the mean depth and test it against simulation.
